# How iodine spin-orbit coupling shields the proton in HI, part 2

Spin-orbit coupling on iodine adds to the shielding of the proton in HI. Atomic units are used, with \(g=2\), and shieldings are in ppm. The gauge origin is iodine, \(\mathbf r_H\) is measured from the proton, whose moment is \(\boldsymbol\mu\), and the bond lies along \(z\). The operators are \(O=\tfrac12\mathbf B\cdot\mathbf l\), \(Z=\mathbf B\cdot\mathbf s\), \(W=\zeta\,\mathbf l\cdot\mathbf s\) and the Fermi contact operator
\[
F=k\,\delta(\mathbf r_H)\,\boldsymbol\mu\cdot\mathbf s,\qquad k=\tfrac{8\pi}{3}\alpha^2 .
\]

Electrons move in a fixed spin-free mean field \(h_0\) (uncoupled approximation). For a perturbation \(V\), with \(i,j\) occupied and \(a,b\) virtual, \(U_{ai}=V_{ai}/(\varepsilon_i-\varepsilon_a)\), and the second-order projector \(P_2\) has
\[
(P_2)_{ij}=-\sum_aU_{ai}^*U_{aj},\qquad (P_2)_{ab}=\sum_iU_{ai}U_{bi}^* ,
\]
\[
(P_2)_{ai}=\frac{\sum_bV_{ab}U_{bi}-\sum_jU_{aj}V_{ji}}{\varepsilon_i-\varepsilon_a}.
\]

The general third-order sum is
\[
E_3=\sum_{(A,M,C)}\left[\sum_{iab}\frac{A_{ia}M_{ab}C_{bi}}{(\varepsilon_i-\varepsilon_a)(\varepsilon_i-\varepsilon_b)}-\sum_{ija}\frac{A_{ia}C_{aj}M_{ji}}{(\varepsilon_i-\varepsilon_a)(\varepsilon_j-\varepsilon_a)}\right],
\]
over the six assignments of \(O,W,F\); its first part is the particle path, its second the hole path.

In the model, \(a,b,c\) are coefficients:
\[
h=\sqrt\lambda\,s+\sqrt{1-\lambda}\,p,\qquad t=\sqrt\kappa\,s_I+c\,p_z,\qquad c=\sqrt{1-\kappa},
\]
\[
\sigma=a\,h+b\,t,\qquad \sigma^*=b\,h-a\,t,\qquad a^2=f,\quad b^2=1-f .
\]
Here \(h\) is the hybrid of the observed light atom (hydrogen: \(\lambda=1\)), \(t\) that of iodine, and \(\rho_s=|s(0)|^2\). Also occupied are the iodine lone pairs \(\pi_x,\pi_y\) and \(n\), and a spectator bond \(\sigma'\), whose antibond is \(\sigma'^*\). The gaps are \(\Delta_\pi=\varepsilon_{\sigma^*}-\varepsilon_\pi\) and \(\Delta_\sigma=\varepsilon_{\sigma^*}-\varepsilon_\sigma\). The matrix elements are
\[
\delta_{\sigma^*\sigma^*}=b^2\lambda\rho_s,\qquad \delta_{\sigma^*\sigma}=ab\,\lambda\rho_s ,
\]
\[
\langle\pi_y|l_x|\sigma^*\rangle=+iac,\qquad \langle\pi_y|l_x|\sigma\rangle=-ibc ,
\]
with complex conjugates for reversed elements.

To first order in \(\zeta\), the contact shielding perpendicular and parallel to the bond, and its isotropic mean, are
\[
\sigma_\perp=\zeta k\rho_s\,\lambda(1-\kappa)f(1-f)\left[\frac{1}{2\Delta_\pi^2}+\frac{1}{\Delta_\pi\Delta_\sigma}\right],\qquad \sigma_\parallel=0,\qquad \sigma_{\rm iso}=\tfrac23\sigma_\perp .
\]

## What the electrons do

Keep only the \(x\) components and quantize spin along \(x\), with \(m=\pm\tfrac12\). An electron of spin \(m\) then feels \(O+W=(\tfrac B2+\zeta m)\,l_x\). Spin-orbit coupling adds to the field for spin along \(\mathbf B\) and subtracts from it for the opposite spin. A perturbation \(v\,l_x\) changes the density at the proton by \(v^2G\), with \(G\) taken from \(P_2\) for \(V=l_x\). Here \(U_{\sigma^*\pi}=(-iac)/(-\Delta_\pi)=iac/\Delta_\pi\). The virtual block gives \((P_2)_{\sigma^*\sigma^*}=a^2c^2/\Delta_\pi^2\), which is charge moved from \(\pi_y\), with its node at the proton, into \(\sigma^*\). The mixed block gives \((P_2)_{\sigma^*\sigma}=-U_{\sigma^*\pi}(-ibc)/(-\Delta_\sigma)=abc^2/(\Delta_\pi\Delta_\sigma)\), a positive admixture of \(\sigma^*\) into \(\sigma\) that shifts the bond toward hydrogen. The occupied block touches only \(\pi_y\). Thus
\[
G=\lambda\rho_sa^2b^2c^2\left[\frac1{\Delta_\pi^2}+\frac2{\Delta_\pi\Delta_\sigma}\right]>0 ,
\]
and the spin density at the proton is
\[
\langle\delta(\mathbf r_H)s_x\rangle=\sum_mm\left(\tfrac B2+\zeta m\right)^2G=\tfrac12G\left[\tfrac14(B+\zeta)^2-\tfrac14(B-\zeta)^2\right]=\tfrac12\zeta BG .
\]
By the Hellmann-Feynman theorem \(\partial E/\partial\mu_x=k\langle\delta s_x\rangle\), so \(\sigma_\perp=k\zeta G/2\), the formula found above. The spin at the proton points along \(\mathbf B\), the electron's moment is opposite to its spin, and the contact field \(-k\langle\delta\,\mathbf s\rangle\) opposes \(\mathbf B\).

## In what sense it scales with s character

The phrase "s character of the bond" covers three different factors. The shielding is linear in \(\lambda\), the \(s\) fraction of the observed atom's hybrid, because each path passes the contact operator once. Hydrogen has the largest possible value. This proportionality holds at fixed \(\rho_s\), gaps and polarity, so it compares hybridizations of one element and says nothing direct about carbon against hydrogen. For \(\lambda<1\) the \(p\) part of the hybrid also has a one-centre spin-dipole element, which is not included here.

The hydrogen share \(f\) of the bonding orbital enters as \(f(1-f)\), largest at \(f=\tfrac12\). For \(f\to0\) the acceptor \(\sigma^*\) is pure hydrogen \(s\) and \(l_x\) cannot reach it. For \(f\to1\) it is pure iodine and has no density at the proton. The \(s\) fraction \(\kappa\) of iodine lowers the effect, since \(\mathbf l\) acts only on the \(p_z\) part of the hybrid.

The sign depends on the \(\pi\) orbitals being filled. Suppose they are empty, at \(\Delta'=\varepsilon_\pi-\varepsilon_\sigma>0\). The particle path is then \(\sigma\to\sigma^*\) by \(F\), \(\sigma^*\to\pi_y\) and \(\pi_y\to\sigma\) by \(l_x\), with product \((ab\lambda\rho_s)(-iac)(-ibc)=-a^2b^2c^2\lambda\rho_s\), denominator \(\Delta_\sigma\Delta'\) and four orderings. The hole path has \(F\) in the middle with \(\delta_{\sigma\sigma}=a^2\lambda\rho_s\), the factor \(b^2c^2/\Delta'^2\), two orderings and the minus sign. Both are negative, and the result is the formula above with \(\Delta_\pi\to\Delta'\) and opposite sign. A heavy neighbour with low empty \(\pi\)-type orbitals deshields.

## Worked example

The inputs, chosen for illustration and not fitted to HI, are \(\zeta=5000\ \text{cm}^{-1}=0.02278\,E_h\), \(\Delta_\pi=6.5\ \text{eV}=0.23887\,E_h\), \(\Delta_\sigma=11.0\ \text{eV}=0.40424\,E_h\), \(f=0.45\), \(\kappa=0.1\), \(\lambda=1\), and a hydrogen Slater exponent \(1.2\,a_0^{-1}\), for which \(\rho_s=1.2^3/\pi=0.5500\,a_0^{-3}\). Relative to \(\sigma^*\), the orbitals \(n\), \(\sigma'\), \(\sigma'^*\) lie at \(-0.60\), \(-0.55\), \(+0.20\,E_h\).

Then \(f(1-f)=0.2475\) and \(\lambda(1-\kappa)f(1-f)=0.9\times0.2475=0.22275\). The prefactor is
\[
0.02278\times4.46118\times10^{-4}\times0.5500\times0.22275=1.245\times10^{-6}\,E_h^2 .
\]
The gap factors are \(1/(2\times0.23887^2)=8.763\) and \(1/(0.23887\times0.40424)=10.356\,E_h^{-2}\). With unrounded inputs the prefactor is \(1.2452\times10^{-6}\,E_h^2\), so the particle path gives \(1.2452\times8.763=10.91\) ppm and the hole path \(1.2452\times10.356=12.90\) ppm. So \(\sigma_\perp=23.81\) ppm and \(\sigma_{\rm iso}=\tfrac23\times23.81=15.87\) ppm. At 9.4 T, which is \(9.4/(2.3505\times10^5)=3.9991\times10^{-5}\) a.u., the spin density is \(\sigma_\perp B/k=2.134\times10^{-6}\,a_0^{-3}\) and the opposing contact field is 223.8 µT.

As an independent test, the two-component matrix of \(h_0+W+O+Z\) was diagonalized numerically, \(k\langle\delta s\rangle\) was evaluated from the occupied eigenvectors, and central differences were taken in \(B\) and in the strength of \(W\). This gives \(\sigma_\perp=23.807\) ppm, equal to the formula's 23.807 ppm, and \(\sigma_\parallel=0.000\) ppm. The full tensor agreed likewise for random parameter sets, with and without \(Z\). The same method gives \(\sigma_{\rm iso}\) in ppm as one input is varied:

- \(\lambda=1,\tfrac12,\tfrac13,\tfrac14\): 15.87, 7.94, 5.29, 3.97.
- \(f=0.1,0.3,0.5,0.7\): 5.77, 13.47, 16.03, 13.47.
- \(\kappa=0,0.1,0.3,0.5\): 17.63, 15.87, 12.34, 8.82.
- \(\zeta=600,2400,5000\ \text{cm}^{-1}\): 1.90, 7.62, 15.87.

The last line mimics spin-orbit constants roughly like those of Cl, Br and I with everything else frozen.

## Where third order fails

The expansion parameter is \(\zeta/\Delta_\pi=0.0954\). With \(W\) kept at full strength, diagonalization gives \(\sigma_\perp=20.68\), \(\sigma_\parallel=-1.46\) and \(\sigma_{\rm iso}=13.30\) ppm, and the spin density at 9.4 T falls to \(1.854\times10^{-6}\,a_0^{-3}\). Third order overshoots the isotropic value by 2.57 ppm, about a fifth of the all-orders 13.30 ppm.

Without the spin Zeeman operator the same calculation gives 22.14 and \(+1.46\) ppm, so the parallel component reverses its sign exactly. The reason is that \(j_z=l_z+s_z\) commutes with \(h_0+W\), so a perturbation \(Bj_z\) leaves the occupied space unchanged. Since \(\tfrac12l_z+s_z=j_z-\tfrac12l_z\), the response to the full Zeeman operator is minus the response to \(\tfrac12l_z\) alone. Dropping \(Z\) because the molecule is a closed shell is correct for the diagonal contact terms to first order in \(\zeta\) and wrong here once spin-orbit coupling is treated to all orders.

The uncoupled approximation is a further limit. In a coupled treatment the induced spin density acts back on the electrons through exchange and changes the shielding. This response is left out here, so the values should not be read as quantitative predictions.

## Real orbitals

The general sum was also evaluated with scalar X2C LDA orbitals of HI at the chosen distance 1.61 Å, in a truncated ANO-RCC basis (45 functions, 27 occupied orbitals), with the Breit-Pauli spin-orbit operator of the bare nuclei, the gauge origin at iodine and uncoupled response. The gaps are \(\Delta_\pi=5.09\) eV and \(\Delta_\sigma=8.58\) eV. The \(\pi\) orbital has an effective \(\zeta=6149\ \text{cm}^{-1}\), above the model input. The operator lacks the two-electron screening and is applied to scalar-relativistic orbitals without transformation. The numbers therefore illustrate the mechanism and do not predict the measured shift.

The particle and hole sums are 5.30 and 12.53 ppm. Their total, \(\sigma_\perp=17.826\) ppm, matches 17.827 ppm from diagonalization with finite differences, while \(\sigma_\parallel=0.000\) and \(\sigma_{\rm iso}=11.88\) ppm. To all orders in spin-orbit coupling the components are 14.16 and \(-2.16\) ppm, the same pattern as in the model. These are contact terms only; for these orbitals the spin-dipole operator adds about 0.5 ppm to the isotropic value and 0.3 to 0.4 ppm to the parallel one. The values are also not converged in the basis. With 108 functions (9s8p6d2f on I, 6s4p2d and three tight \(s\) functions on H) the gaps become 5.04 and 8.42 eV, \(\zeta\) becomes \(6432\ \text{cm}^{-1}\), the particle and hole sums become 6.14 and 13.66 ppm, \(\sigma_\perp=19.80\) ppm, \(\sigma_{\rm iso}=13.20\) ppm, and the all-orders components become 15.88 and \(-2.54\) ppm. This is a shift of about 11% in \(\sigma_\perp\).

Restricting the sums to occupied \(\sigma\), \(\pi\) and the single virtual \(\sigma^*\) gives 12.54 ppm, about 70% of the total. Allowing all virtual orbitals raises this to 17.25 ppm, so the deeper occupied orbitals add little in net and the remainder comes from higher virtuals. The densities at the proton are \(0.1460\) for \(\sigma\) and \(0.0992\,a_0^{-3}\) for \(\sigma^*\). In the model these two sum to \(\rho_s\), but \(\rho_s\) there is fixed by a chosen exponent, so the comparison tests nothing.

In this basis the split between the paths departs from the model. The model fixes the ratio of particle to hole at \(\Delta_\sigma/(2\Delta_\pi)\), which is 0.84 for the LDA gaps, whereas the frontier values 2.86 and 9.68 ppm give 0.30. For general frontier orbitals let \(r_O\) and \(r_W\) be the \(\pi\)–\(\sigma^*\) element divided by the \(\pi\)–\(\sigma\) element of \(O\) and of \(W\), with signs chosen so that both equal \(a/b\) in the model. The same path counting gives the ratio as \(\Delta_\sigma/(2\Delta_\pi)\) times the contact amplitude ratio \(\phi_{\sigma^*}/\phi_\sigma\) times the harmonic mean \(2/(r_O^{-1}+r_W^{-1})\); in the model the last two factors are \(b/a\) and \(a/b\) and cancel. Here the contact ratio is \(\sqrt{0.0992/0.1460}=0.82\), so the harmonic mean is about 0.4, from \(r_O=0.31\) and \(r_W=0.70\): through both operators the \(\pi\) orbital couples more weakly to the real \(\sigma^*\) than to \(\sigma\). In the 108-function basis the frontier share is 69% and the ratio 0.29, so the departure is not peculiar to the small basis. In the model two coefficients \(a\) and \(b\) tie all four matrix elements together through orthonormal, one-centre orbitals, and real orbitals, built from many overlapping functions, are not bound by that constraint.

## Computed values

```
alpha = 0.00729735; k = 8 pi alpha^2/3 = 4.46118e-04 a.u.; field unit = 2.3505e+05 T
zeta = 5000 cm-1 = 0.02278 Eh
Delta_pi = 6.5 eV = 0.23887 Eh; Delta_sigma = 11.0 eV = 0.40424 Eh
spectator levels below/above sigma*: lone pair -0.60, bond -0.55, antibond +0.20 Eh
f = 0.45, kappa = 0.1, lambda = 1.0, exponent = 1.2 1/a0, rho_s = 0.5500 a0^-3
f(1-f) = 0.2475; lambda(1-kappa)f(1-f) = 0.22275
prefactor = 1.2452e-06 Eh^2
1/(2 Dpi^2) = 8.763 Eh^-2; 1/(Dpi Dsig) = 10.356 Eh^-2
particle path = 10.91 ppm; hole path = 12.90 ppm
sigma_perp formula = 23.807 ppm; diagonalization = 23.807 ppm
sigma_par (linear in zeta) = 0.000 ppm
sigma_iso = 15.87 ppm
B = 9.4 T = 3.9991e-05 a.u.; <delta s_x> third order = 2.134e-06 a0^-3, all orders = 1.854e-06 a0^-3
opposing contact field at H, third order = 223.8 microtesla
zeta/Delta_pi = 0.0954
all orders in zeta: perp 20.68, par -1.46, iso 13.30 ppm
same without spin Zeeman: perp 22.14, par 1.46 ppm
sigma_iso/ppm vs lam:  1: 15.87, 0.5: 7.94, 0.3333: 5.29, 0.25: 3.97
sigma_iso/ppm vs f:  0.1: 5.77, 0.3: 13.47, 0.5: 16.03, 0.7: 13.47
sigma_iso/ppm vs kap:  0: 17.63, 0.1: 15.87, 0.3: 12.34, 0.5: 8.82
sigma_iso/ppm vs zeta (cm-1):  600: 1.90, 2400: 7.62, 5000: 15.87
HI LDA: R = 1.61 Angstrom, 45 basis functions, 27 occupied orbitals
HI LDA: Delta_pi = 5.09 eV; Delta_sigma = 8.58 eV
HI LDA: zeta of pi orbital (bare nuclei) = 6149 cm-1
HI LDA: |phi(H)|^2 sigma = 0.1460, sigma* = 0.0992 a0^-3
HI LDA: particle 5.30, hole 12.53 ppm
HI LDA: sigma_perp sum = 17.826 ppm; diagonalization = 17.827 ppm
HI LDA: sigma_par = 0.000 ppm; sigma_iso = 11.88 ppm
HI LDA perp, sigma+pi -> sigma* only: particle 2.86, hole 9.68, sum 12.54 ppm
HI LDA perp, sigma+pi -> all virtuals: 17.25 ppm
HI LDA all orders in SO: perp 14.16, par -2.16 ppm
```
